# RI-MP2: Why Fifth-Order Cost Remains and How Laplace Opposite-Spin Avoids It

## Result

Let $i,j$ label occupied and $a,b$ virtual real canonical orbitals of a closed-shell Hartree–Fock reference. Let $P,Q$ label auxiliary functions. In Hartree atomic units and chemists' notation, define

$$K_{ia,jb}=(ia|jb),\quad J_{ia,P}=(ia|P),\quad V_{PQ}=(P|Q),\quad d_{ia}=\varepsilon_a-\varepsilon_i>0 .$$

RI-MP2 replaces $K$ by

$$\tilde K=BB^T,\qquad B=JV^{-1/2}.$$

While the denominator $D_{ia,jb}=d_{ia}+d_{jb}$ is kept, evaluating the energy by pairwise contractions of these dense tensors costs fifth order in system size. The opposite-spin part can be rewritten as

$$\tilde E_{\rm OS}=-\int_0^\infty\!\sum_{PQ}X_{PQ}(t)^2\,dt,\qquad X_{PQ}(t)=\sum_{ia}B_{ia}^PB_{ia}^Q\,e^{-d_{ia}t},$$

which costs fourth order, provided the relative accuracy is fixed and $D_{\max}/D_{\min}$ stays bounded. The exchange part of the same-spin energy stays fifth order.

"Order" counts powers of a common factor multiplying the numbers of occupied orbitals $o$, virtual orbitals $v$, basis functions $N$ and auxiliary functions $M$. Sparsity and further factorizations are outside this statement.

## One orbital pair

Take two electrons in one occupied orbital $i$, with one virtual orbital $a$. The double excitation $i^2\to a^2$ has coupling $K=(ia|ia)$ and zeroth-order excitation energy $2d$, so second-order perturbation theory gives

$$E=-\frac{K^2}{2d}.$$

Now approximate the product density $\rho=ia$ by $cP$, with a single auxiliary function. The Coulomb self-repulsion of the residual $\delta=\rho-cP$ is

$$R(c)=(\delta|\delta)=K-2cJ+c^2V .$$

Setting $R'(c)=-2J+2cV=0$ gives $c=J/V$, a minimum because $V>0$. The fitted integral is

$$\tilde K=(cP|cP)=\frac{J^2}{V}=B^2,\qquad B=\frac{J}{\sqrt V},$$

and the error is $K-\tilde K=R(J/V)\ge0$, since a Coulomb self-repulsion is not negative. The fit therefore underestimates $K$, and $-\tilde K^2/(2d)$ lies at or above $-K^2/(2d)$.

Limit: if $P$ is proportional to $\rho$, then $\delta=0$ and the fit is exact. If $P$ has no Coulomb interaction with $\rho$, then $J=0$ and the correlation energy is lost entirely.

## Many pairs: the spin sums

Use capital letters for spin orbitals. Single excitations do not couple to the Hartree–Fock determinant (Brillouin's theorem). A double excitation couples through $\langle IJ||AB\rangle=(IA|JB)-(IB|JA)$, and its zeroth-order excitation energy is $D$. Summing over $I<J$, $A<B$, or over all indices with a factor $1/4$,

$$E=-\frac14\sum_{IJAB}\frac{|\langle IJ||AB\rangle|^2}{D}.$$

For opposite spins of $I$ and $J$, spin integration leaves one of the two integrals. There are two spin assignments for $IJ$ and two for $AB$. Two of the four give $K_{ia,jb}^2$ and two give $K_{ib,ja}^2$. Exchanging the names $a,b$ leaves $D$ unchanged, so all four sums are equal and cancel the $1/4$:

$$E_{\rm OS}=-\sum_{iajb}\frac{K_{ia,jb}^2}{D_{ia,jb}} .$$

For equal spins both integrals survive, and there are two spin assignments:

$$E_{\rm SS}=-\frac12\sum_{iajb}\frac{(K_{ia,jb}-K_{ib,ja})^2}{D_{ia,jb}}
=-\sum_{iajb}\frac{K_{ia,jb}(K_{ia,jb}-K_{ib,ja})}{D_{ia,jb}} .$$

The last step expands the square and uses the same renaming to equate the sums of $K_{ia,jb}^2$ and $K_{ib,ja}^2$.

Limit: with one occupied and one virtual orbital, $K_{ia,jb}=K_{ib,ja}$, so $E_{\rm SS}=0$ and $E_{\rm OS}=-K^2/(2d)$, as before.

## Many pairs: the fit

Write $\delta_{ia}=ia-\sum_Pc_{ia}^PP$. For one pair, with $c$ and $J$ as row vectors,

$$R(c)=(ia|ia)-2cJ^T+cVc^T .$$

A change $c\to c+x$ gives

$$R(c+x)-R(c)=2x(Vc^T-J^T)+xVx^T .$$

The linear term vanishes for $cV=J$, that is $c=JV^{-1}$. The remaining term is positive for $x\ne0$, because $V$ is positive definite when the auxiliary functions are linearly independent. This is the unique minimum.

With all pairs as rows of $c$ and $J$, the interaction of two residuals is

$$(\delta_{ia}|\delta_{jb})=\big[K-cJ^T-Jc^T+cVc^T\big]_{ia,jb}.$$

Inserting $c=JV^{-1}$ makes each of the last three products $JV^{-1}J^T$, with signs $-,-,+$. Hence

$$(\delta_{ia}|\delta_{jb})=\big[K-JV^{-1}J^T\big]_{ia,jb}.$$

Diagonalize $V=U\,{\rm diag}(\lambda)\,U^T$ and define $V^{-1/2}=U\,{\rm diag}(\lambda^{-1/2})\,U^T$. This matrix is symmetric and its square is $V^{-1}$, so

$$JV^{-1}J^T=(JV^{-1/2})(JV^{-1/2})^T=BB^T=\tilde K .$$

Replacing $K$ by $\tilde K$ in both spin sums defines RI-MP2. Nearly dependent auxiliary functions give very small $\lambda$, and the inverse root then amplifies rounding errors.

The integral error contains a residual on each side, so it is of second order when both residuals are small. For any real vector $u$,

$$u^T(K-\tilde K)u=\Big(\sum_{ia}u_{ia}\delta_{ia}\Big|\sum_{jb}u_{jb}\delta_{jb}\Big)\ge0 .$$

Thus $K-\tilde K$ is positive semidefinite, which generalizes the sign found for one pair.

Limit: if the auxiliary functions span all products $ia$, every residual vanishes and $\tilde K=K$.

## The sign of the opposite-spin error

For $D>0$,

$$\frac1D=\int_0^\infty e^{-Dt}\,dt .$$

Let $F$ be the diagonal matrix with elements $e^{-d_{ia}t/2}$, and set $G=FKF$, $A=F\tilde KF$. Since $G_{ia,jb}^2=K_{ia,jb}^2e^{-(d_{ia}+d_{jb})t}$,

$$E_{\rm OS}=-\int_0^\infty{\rm Tr}\,G^2\,dt,\qquad \tilde E_{\rm OS}=-\int_0^\infty{\rm Tr}\,A^2\,dt .$$

Expand $(G-A)(G+A)=G^2+GA-AG-A^2$. The middle terms cancel in the trace, so

$${\rm Tr}\,G^2-{\rm Tr}\,A^2={\rm Tr}\,[(G-A)(G+A)]\ge0 .$$

The inequality holds because $G-A=F(K-\tilde K)F$ and $G+A$ are both positive semidefinite, and for two such matrices ${\rm Tr}(ST)={\rm Tr}(S^{1/2}TS^{1/2})\ge0$. For fixed orbitals, therefore, $\tilde E_{\rm OS}\ge E_{\rm OS}$.

Adding functions to a given auxiliary set cannot raise the minimum residual repulsion of any density $\sum_{ia}u_{ia}\,ia$. The matrix $\tilde K$ then grows in the positive semidefinite sense, and the same trace argument shows that $\tilde E_{\rm OS}$ falls or stays the same. The argument does not cover $E_{\rm SS}$, whose exchange product has no fixed sign.

The example is one water molecule with O–H length 1.81 bohr and angle 104.5°, in the cc-pVDZ basis with the cc-pVDZ-RI auxiliary set, all electrons correlated. Here $o=5$, $v=19$, $N=24$, $M=84$. Energies in hartree are:

| | unfitted | RI |
|---|---|---|
| OS | −0.152477 | −0.152408 |
| SS | −0.051527 | −0.051581 |
| total | −0.204004 | −0.203989 |

The OS energy is too high by $6.9\times10^{-5}$, as the inequality requires. The SS energy is too low by $5.4\times10^{-5}$, so the total errs by only $1.5\times10^{-5}$ hartree, relative to unfitted MP2 in the same basis. This cancellation is a finding for this molecule. The reference omits correlation beyond second order and is far from converged in the orbital basis. In cc-pVTZ with cc-pVTZ-RI, the unfitted OS and SS energies are −0.2086 and −0.0666 hartree, a total shift of 0.071 hartree. The fitting errors there are $+5.1\times10^{-5}$ (OS), $-2.4\times10^{-5}$ (SS) and $+2.6\times10^{-5}$ hartree (total), so the cancellation is less complete.

With 28, 56 and 84 functions, taken as nested subsets in random order, the OS energy is −0.0832, −0.1474 and −0.1524 hartree. It descends towards the unfitted value. The descent holds for every order, but the two intermediate values belong to this one: other random orders give about −0.055 to −0.137 hartree with 28 functions and −0.107 to −0.150 hartree with 56.

## Why fifth order remains

Preparing $B$ is affordable. The three-center integrals number $N^2M$. Transforming their two orbital indices costs $oN^2M$ and then $ovNM$ multiplications. Diagonalizing $V$ costs order $M^3$, and multiplying $J$ by $V^{-1/2}$ costs $ovM^2$. Nothing here exceeds fourth order.

The next step is

$$\tilde K_{ia,jb}=\sum_QB_{ia}^QB_{jb}^Q\qquad\text{at cost } o^2v^2M ,$$

which is fifth order. To see whether another order of summation avoids it, write the fitted OS energy as

$$\tilde E_{\rm OS}=-\sum_{iajb}\sum_{PQ}\frac{B_{ia}^PB_{jb}^P\,B_{ia}^QB_{jb}^Q}{D_{ia,jb}} .$$

Treat $1/D$ as a four-index tensor. At some step it is combined with a partner built from the $B$ tensors.

- If the partner still carries $P$ or $Q$, that step runs over $i,a,j,b$ and at least one auxiliary index: five indices.
- If it carries neither, an auxiliary index, say $P$, was summed earlier. That summation needed both $B_{ia}^P$ and $B_{jb}^P$. The indices $i,a,j,b$ could not yet be summed, because $1/D$ was still outside. That step also ran over five indices.

Every pairwise order therefore contains a step of at least fifth order, and forming $\tilde K$ first attains it. The obstacle is the denominator, which ties $ia$ to $jb$.

The unfitted method also costs fifth order, since the first quarter of its integral transformation takes $oN^4$ multiplications. For the water example, without permutational symmetry, this is $5\times24^4=1.66\times10^6$, against $o^2v^2M=95^2\times84=7.6\times10^5$ for assembling $\tilde K$. Fitting lowers the prefactor of the fifth-order work here and leaves the power unchanged. For one molecule the lower-order preparation uses up the gain. All four quarters of the unfitted transformation take $2.49\times10^6$ multiplications. Preparing $B$ (with one $M^3$ for the diagonalization) and assembling $\tilde K$ take $2.45\times10^6$. Integral evaluation is in neither count.

Limit: if all $d_{ia}$ had one value $d$, then $1/D=1/(2d)$ could be taken outside the sum. What remains is $\sum_{PQ}(B^TB)_{PQ}^2$, at cost $ovM^2$. A constant denominator already gives fourth order, so the task is to separate a variable one.

## Separating the denominator

The Laplace integral does this, because $e^{-(d_{ia}+d_{jb})t}=e^{-d_{ia}t}e^{-d_{jb}t}$:

$$\begin{aligned}
\tilde E_{\rm OS}
&=-\int_0^\infty\sum_{PQ}\Big[\sum_{ia}B_{ia}^PB_{ia}^Qe^{-d_{ia}t}\Big]\Big[\sum_{jb}B_{jb}^PB_{jb}^Qe^{-d_{jb}t}\Big]dt\\
&=-\int_0^\infty\sum_{PQ}X_{PQ}(t)^2\,dt .
\end{aligned}$$

The two brackets are the same matrix, since $jb$ are summed labels. At each $t$, forming $X$ costs $ovM^2$ and summing its squares costs $M^2$. This is fourth order per point.

Limit: for one pair, $X_{PQ}=B^PB^Qe^{-dt}$, so $\sum_{PQ}X_{PQ}^2=\tilde K^2e^{-2dt}$. Its integral is $\tilde K^2/(2d)$, the starting result.

## How many points are needed

Fourth order per point gives fourth order in total if the number of points does not grow with the system. Put $t=e^x$ and multiply the integral by $D$ to obtain relative errors:

$$1=\int_{-\infty}^{\infty}g(x)\,dx,\qquad g(x)=De^x\exp(-De^x).$$

The trapezoidal sum $S(x_0)=h\sum_kg(x_0+kh)$, over all integers $k$, has period $h$ in $x_0$. Its $m$th Fourier coefficient is

$$\frac1h\int_0^hS(x_0)e^{-2\pi imx_0/h}dx_0=\int_{-\infty}^\infty g(x)e^{-iy_mx}dx,\qquad y_m=\frac{2\pi m}{h},$$

because the shifted intervals join into the whole line. Here and in the rest of this section $i$ is the imaginary unit. With $s=De^x$ and $dx=ds/s$, the coefficient becomes

$$D^{iy_m}\int_0^\infty s^{-iy_m}e^{-s}ds=D^{iy_m}\,\Gamma(1-iy_m).$$

For $m=0$ this is 1, the desired integral. The other terms are the error. Since $|D^{iy}|=1$ and $\Gamma(1+iy)\Gamma(1-iy)=\pi y/\sinh\pi y$,

$$|S-1|\le2\sum_{m\ge1}\sqrt{\frac{\pi y_m}{\sinh\pi y_m}} ,$$

whatever the value of $D$. For $h=0.7$ the bound is $1.13\times10^{-5}$.

The sum must be cut to points $t_k=t_1e^{(k-1)h}$, $k=1,\dots,n$, with weights $ht_k$. At the small end, replace $e^{-Dt}$ by 1 for all omitted points. Their combined weight is

$$w_0=h\sum_{k\ge1}t_1e^{-kh}=\frac{ht_1}{e^h-1},$$

assigned to one point at $t=0$. Because $0\le1-e^{-Dt}\le Dt$, the relative error is at most

$$h\sum_{k\ge1}(Dt_1e^{-kh})^2=\frac{h(Dt_1)^2}{e^{2h}-1}\le\frac{h(D_{\max}t_1)^2}{e^{2h}-1} .$$

At the large end, $g'(x)=g(x)(1-De^x)$ shows that $g$ decreases once $Dt>1$. If $D_{\min}t_n>1$, the omitted sum is bounded by the integral from $\ln t_n$:

$$\int_{\ln t_n}^{\infty}g\,dx=e^{-Dt_n}\le e^{-D_{\min}t_n}.$$

Choose $D_{\max}t_1=0.006$ and $D_{\min}t_n\ge12$. From $t_n/t_1=e^{(n-1)h}$,

$$n=1+\left\lceil\frac1h\ln\frac{12\,D_{\max}}{0.006\,D_{\min}}\right\rceil ,$$

plus the point at zero. The count depends on the system through $\ln(D_{\max}/D_{\min})$ alone.

All terms $\tilde K^2/D$ are nonnegative, so a relative error of at most $\eta$ in every $1/D$ gives a relative error of at most $\eta$ in $\tilde E_{\rm OS}$.

For one water molecule $D_{\min}=1.357$ and $D_{\max}=49.40$ hartree, with ratio 36.40. The logarithm is $\ln(2000\times36.40)=11.20$. Before rounding, division by 0.7 gives just under 16, so $n=17$, and 18 points in all. The three error bounds add up to

$$(1.131+0.825+0.581)\times10^{-5}=2.537\times10^{-5}\approx2.54\times10^{-5}.$$

The largest relative error of $1/D$ measured on a fine grid is $1.55\times10^{-5}$. The Laplace energy differs from the direct RI energy by $3.0\times10^{-7}$ hartree, inside the allowed $2.54\times10^{-5}\times0.1524=3.9\times10^{-6}$ hartree.

Stacks of two and three molecules, 6 bohr apart, have ratios 38.57 and 39.54 and need 19 points each. The count is not strictly constant: the slightly larger ratio moves the logarithm past the next integer multiple of $h$.

Limit: as $D_{\min}\to0$ the number of points diverges logarithmically. Canonical MP2 itself is then unreliable, because terms with finite $K$ and vanishing $D$ diverge. If $D_{\min}$ shrinks as a power of the system size while $D_{\max}$ stays fixed, the number of points grows as the logarithm of that size, and the cost exceeds fourth order by this logarithmic factor.

## What does not separate

After the Laplace transform, the exchange part of $E_{\rm SS}$ contains

$$\sum_{iajb}\sum_{PQ}B_{ia}^PB_{jb}^P\,B_{ib}^QB_{ja}^Q\,e^{-(d_{ia}+d_{jb})t} .$$

The exponential factorizes into one-orbital factors, which can be absorbed in the $B$ tensors. The indices are the difficulty. Any two of the four tensors share just one index: $B_{ia}^P$ and $B_{jb}^P$ share $P$, $B_{ia}^P$ and $B_{ib}^Q$ share $i$, and so on. Two three-index tensors with one common index involve $3+3-1=5$ distinct indices. Every first pairwise contraction is therefore fifth order. In the OS term, $B_{ia}^P$ and $B_{ia}^Q$ share two indices, and that is the source of the saving.

An exhaustive search over pairwise orders at two sizes gives exponents 5.00 for the OS term with its denominator, 4.00 for the Laplace OS term per point, and 5.00 for the Laplace exchange term. The numerical check below contains this search and the tests of the fit and the quadrature.

Scaled-opposite-spin MP2 omits $E_{\rm SS}$ and multiplies $E_{\rm OS}$ by an empirical constant. It is a different model from MP2. In the water example the unfitted OS part is $0.1525/0.2040=75\%$ of the MP2 correlation energy, so the omitted part is not small.

## When the lower order pays

To leading order, the ratio of Laplace to direct cost for the OS term is

$$\frac{n_t\,ovM^2}{o^2v^2M}=\frac{n_tM}{ov},$$

where $n_t$ counts all quadrature points. For one water molecule this is $18\times84/95=15.9$. The counts from the contraction search, $4.85\times10^7$ and $3.06\times10^6$, are about four times the leading terms $18\,ovM^2$ and $o^2v^2M$: they count an addition with each multiplication, and they treat the four $B$ tensors as distinct, so each route contains two steps of leading size. This common factor cancels, and the ratio is again 15.9. Starting from a given $B$, the fourth-order evaluation of the OS energy is about sixteen times more expensive here. The preparation of $B$ is the same for both routes and is in neither count; it would reduce the ratio of total costs for one molecule but does not move the crossing.

If all dimensions grow by a factor $s$, the ratio becomes $15.9/s$, and the Laplace route wins from $s=16$ with 18 points. With the 19 points found for the stacks, $19\times84/95=16.8$ moves the crossing to $s=17$. These are operation counts for this quadrature and basis; running times also depend on how efficiently each contraction is carried out. A quadrature with fewer points lowers the crossing in proportion, and the trapezoidal grid, chosen for its simple error bound, is far from the shortest. A sum of exponentials with optimized exponents and weights reaches a relative error of $2.3\times10^{-5}$ over the same range of $D$ with 7 points. Then $7\times84/95=6.2$ and the crossing lies at $s=7$. The basis matters as well: in cc-pVTZ with cc-pVTZ-RI the trapezoidal grid has 19 points and the ratio for one molecule is $19\times141/265=10.1$.

## Table of computed values

```
Water, cc-pVDZ / cc-pVDZ-RI, all electrons correlated
O-H length 1.81 bohr, H-O-H angle 104.5 degrees
occupied 5, virtual 19, AO 24, auxiliary 84
RHF energy                     -76.026770 hartree
OS energy, unfitted            -0.1524766 hartree
SS energy, unfitted            -0.0515274 hartree
MP2 correlation, unfitted      -0.2040040 hartree
OS energy, RI                  -0.1524076 hartree
SS energy, RI                  -0.0515812 hartree
MP2 correlation, RI            -0.2039888 hartree
RI minus unfitted, OS          6.90e-05 hartree
RI minus unfitted, total       1.52e-05 hartree
largest (ia|jb) fitting error  4.44e-04 hartree
OS energy,  28 auxiliary functions  -0.0832011 hartree
OS energy,  56 auxiliary functions  -0.1473714 hartree
OS energy,  84 auxiliary functions  -0.1524076 hartree
smallest, largest denominator  1.3572, 49.3950 hartree
step in ln t                   0.7
chosen D_max*t_1, least D_min*t_n  0.006, 12.0
first nonzero t, last t        1.215e-04, 8.883 1/hartree
weight of the point t = 0      8.388e-05 1/hartree
aliasing bound (relative)      1.131e-05
measured aliasing error        1.131e-05
total quadrature bound         2.537e-05
measured largest error of 1/D  1.552e-05
Stacks, spacing 6.0 bohr: molecules, D_max/D_min, points,
  RI OS energy, Laplace OS energy (hartree), difference (hartree)
  1  36.40  18  -0.1524076  -0.1524079  -3.0e-07
  2  38.57  19  -0.3056979  -0.3056984  -5.5e-07
  3  39.54  19  -0.4590281  -0.4590289  -8.1e-07
Scaling exponents from the cheapest contraction order:
  four-index transformation    5.000
  building B                   4.000
  RI OS with denominator       4.999
  Laplace OS, per point        4.000
  Laplace exchange, per point  4.999
operations, one molecule, with denominator  3.057e+06
operations, one molecule, Laplace all points 4.851e+07
Laplace OS cheaper from size factor 16 (all dimensions scaled)
```
